# Current density at the corner of a thick wire

## Problem

A long straight metal wire lies along $z$ and fills the cross-section $0<x<a$, $0<y<b$. Both sides are much longer than the bulk mean free path $\lambda$. A weak uniform field $E$ drives a steady current along the wire. The carriers form a degenerate gas with a spherical Fermi surface and one relaxation time $\tau$, so that $\lambda=v_F\tau$, with $v_F$ the Fermi speed.

At every wall, and for every angle of incidence, a fraction $p$ of the carriers is reflected like light from a mirror. The remaining fraction $1-p$ leaves with the equilibrium distribution and has forgotten its drift. The number $p$ is the specularity.

What is the current density $J$ at a sharp right-angle corner, compared with the value $J_0$ that the same field produces in the bulk? Evaluate it for a line of 400 nm × 800 nm with $\lambda=40$ nm, $p=0.2$, a bulk resistivity of 2.0 µΩ cm and $J_0=1.00$ MA/cm².

## A tempting solution

Take first a flat face far from any corner. Half of the carriers there are arriving from the interior with their full drift. The other half are leaving the face, and they keep on average a fraction $p$ of it. Hence

$$\frac{J_{\rm face}}{J_0}=\frac{1+p}{2},\qquad 1-\frac{J_{\rm face}}{J_0}=\frac{1-p}{2}.$$

The face therefore removes a fraction $(1-p)/2$ of the current density. Two faces meet at the corner, and the transport equation is linear in a weak field, so the two losses seem to add:

$$\frac{J_{\rm corner}}{J_0}\overset{?}{=}1-2\,\frac{1-p}{2}=p .$$

This gives the full bulk value for perfect mirrors, as it should. For the line in question it gives 0.20 MA/cm².

## Where it fails

The face value is right; the addition is not. Sort the carriers at the corner by the signs of their transverse velocities $(v_x,v_y)$. A carrier with both components positive is leaving both walls. The addition charges it a loss $1-p$ twice, which leaves it the fraction

$$1-2(1-p)=2p-1$$

of its bulk drift. For $p=0$ this is $-1$: carriers that have just been randomised would drift backwards, against the force on them. A wall can remove only the drift that a carrier still has when it arrives. If the first wall leaves a fraction $p$, the second leaves $p$ of that, which is $p^2$.

Linearity does not rescue the sum, because superposed solutions must also satisfy the wall conditions together. The sum violates them, as the full solution shows.

## The transport equation

Write the distribution as $f_0+f_1$, where $f_0$ is the equilibrium function of the energy $\varepsilon$ and $f_1$ is proportional to $E$. For carriers of charge $q$ the steady Boltzmann equation to first order in $E$ is

$$\mathbf v\cdot\nabla f_1+qE\,v_z\frac{\partial f_0}{\partial\varepsilon}=-\frac{f_1}{\tau}.$$

The field is the same at every point of the cross-section: a steady field has no curl, so $\partial E_z/\partial x=\partial E_x/\partial z$, and nothing varies along $z$. The same holds for $y$.

In the bulk the gradient vanishes, and

$$f_1^{\rm bulk}=-qE\tau v_z\frac{\partial f_0}{\partial\varepsilon}.$$

Near a wall set $f_1=\varphi f_1^{\rm bulk}$. The factor $f_1^{\rm bulk}$ does not depend on position, so it can be divided out:

$$\mathbf v\cdot\nabla\varphi-\frac1\tau=-\frac{\varphi}{\tau}.$$

With $\mathbf v=v_F\mathbf n$ and $\mathbf n$ a unit vector, multiplication by $\tau$ gives

$$\lambda\left(n_x\frac{\partial\varphi}{\partial x}+n_y\frac{\partial\varphi}{\partial y}\right)=1-\varphi. \tag{1}$$

Thus $\varphi$ is the fraction of the bulk drift that carriers moving along $\mathbf n$ possess. The current sums $q v_z f_1$. One factor $n_z$ comes from the velocity and one from $f_1^{\rm bulk}$, and $\partial f_0/\partial\varepsilon$ confines the sum to the Fermi surface. Since $\int n_z^2\,d\Omega=4\pi/3$,

$$\frac{J}{J_0}=\frac{3}{4\pi}\int n_z^2\,\varphi\,d\Omega. \tag{2}$$

A mirror reflection reverses the velocity component normal to the wall and leaves $n_z$, and hence $f_1^{\rm bulk}$, unchanged. The diffuse part carries $f_1=0$. The wall condition is therefore

$$\varphi_{\rm out}=p\,\varphi_{\rm in}, \tag{3}$$

where "in" denotes the mirror-image arriving direction.

## Solution near the corner

Let $s$ be the path length along a straight flight. Equation (1) becomes $\lambda\,d\varphi/ds=1-\varphi$. If the flight starts with the value $\varphi_s$,

$$\varphi=1-(1-\varphi_s)\,e^{-s/\lambda}. \tag{4}$$

The field rebuilds the drift over about a mean free path, and bulk scattering limits it to the value $\varphi=1$. Define the distances back to the two near walls, in mean free paths:

$$X=\frac{x}{\lambda|n_x|},\qquad Y=\frac{y}{\lambda|n_y|}.$$

There are four classes, labelled by the signs of $(n_x,n_y)$.

**Class $(-,-)$.** These carriers come from the interior. Their last wall was at least about $a$ or $b$ away, so by (4) $\varphi=1$ up to terms no larger than order $e^{-a/\lambda}$ or $e^{-b/\lambda}$. A thick wire makes these negligible.

**Class $(+,-)$.** These left the wall $x=0$, where they arrived as $(-,-)$ with $\varphi=1$. By (3) they start with $p$, and their path length is $x/n_x=\lambda X$:

$$\varphi=1-(1-p)e^{-X}.$$

**Class $(-,+)$.** Exchanging the walls gives $\varphi=1-(1-p)e^{-Y}$.

**Class $(+,+)$.** Suppose $X<Y$, so that the last wall was $x=0$. The carrier left it a distance $\lambda X$ earlier, when its distance back to the wall $y=0$ was $\lambda(Y-X)$. It arrived there in class $(-,+)$ with

$$\varphi_{\rm in}=1-(1-p)e^{-(Y-X)}.$$

It therefore started its last flight with $\varphi_s=p\varphi_{\rm in}$, and

$$1-\varphi_s=(1-p)+p(1-p)e^{-(Y-X)}.$$

Equation (4) multiplies this by $e^{-X}$:

$$\varphi=1-(1-p)e^{-X}-p(1-p)e^{-Y}\qquad(X<Y).$$

For $Y<X$ the two letters change places. Both cases are contained in

$$\varphi=1-(1-p)e^{-\min(X,Y)}-p(1-p)e^{-\max(X,Y)}. \tag{5}$$

The wall met last costs $1-p$. The wall met earlier costs only $p(1-p)$, because only mirror-reflected carriers bring its loss along.

The size of the earlier error can now be read off at every point near the corner. Adding two single-wall losses in class $(+,+)$ gives $(1-p)(e^{-X}+e^{-Y})$. The loss in (5) is smaller by

$$(1-p)e^{-\max(X,Y)}-p(1-p)e^{-\max(X,Y)}=(1-p)^2e^{-\max(X,Y)}.$$

The excess fades once the point is several mean free paths from either wall. Adding losses is then a good approximation, but it is worst at the corner.

## The corner value

Let $x$ and $y$ go to zero at fixed direction. Then $X,Y\to0$ and the four classes tend to

$$1,\qquad p,\qquad p,\qquad 1-(1-p)-p(1-p)=p^2 .$$

Directions parallel to a wall are exceptions, but they occupy no solid angle. Since $0\le\varphi\le1$, the limit may be taken inside the integral (2), and it does not depend on the path of approach.

Reversing $n_x$ or $n_y$ leaves the weight $n_z^2$ unchanged, so each class carries one quarter of the total weight:

$$\boxed{\frac{J_{\rm corner}}{J_0}=\frac{1+2p+p^2}{4}=\frac{(1+p)^2}{4}}$$

Fully diffuse walls leave one quarter of the bulk current density, carried by the class arriving from the interior. Perfect mirrors leave all of it. The result exceeds the tempting answer by

$$\frac{(1+p)^2}{4}-p=\frac{(1-p)^2}{4},$$

which is the doubly charged loss $(1-p)^2$ times the quarter weight of its class.

If the two walls have different specularities $p_1$ and $p_2$, the same steps give the class values $1,p_1,p_2,p_1p_2$, and the ratio becomes $(1+p_1)(1+p_2)/4$. One perfect mirror, $p_2=1$, returns the flat-face value $(1+p_1)/2$: the mirror continues the other wall as if there were no corner.

## Numbers for the line

The field is

$$E=(2.0\times10^{-6}\ \Omega\,{\rm cm})(1.00\times10^{6}\ {\rm A/cm^2})=2.0\ {\rm V/cm}.$$

The class values are 1, 0.20, 0.20 and 0.04. Their sum is 1.44, so the ratio is $1.44/4=0.36$ and

$$J_{\rm corner}=0.36\ {\rm MA/cm^2}.$$

The middle of a long face carries 0.60 MA/cm², and the centre of the wire practically the bulk value. Along the bisector of the corner the ratio is 0.42 at 1 nm, 0.64 at 10 nm, 0.88 at 40 nm and 0.965 at 80 nm. The depleted region is thus a few mean free paths across.

The rise over the first nanometre, 0.058, is larger than the distance $\lambda/40$ might suggest. Carriers nearly parallel to a wall explain it, since they travel far before reaching a point close to that wall. Put $x=y=\xi\lambda$ with $\xi\ll1$. With the weight $n_z^2$, the values $u=|n_x|$ are distributed as $\tfrac32(1-u^2)$ between 0 and 1. The mean recovery behind one wall is

$$B=\frac32\int_0^1(1-u^2)\left(1-e^{-\xi/u}\right)du\simeq\frac32\,\xi\ln\frac1\xi .$$

The logarithm comes from $\xi<u<1$, where the bracket is close to $\xi/u$; the rest is of order $\xi$.

Classes $(+,-)$ and $(-,+)$ each contribute $(1-p)B$ to the sum over classes. In class $(+,+)$ the term with $\min(X,Y)$ has no logarithm, since its path is short unless both transverse components are small. The mean of $1-e^{-\min(X,Y)}$ and that of $1-e^{-\max(X,Y)}$ add up to $2B$, so the second is $2B$ to leading order. It enters with the factor $p(1-p)$. Hence

$$\frac{J-J_{\rm corner}}{J_0}\simeq\frac{2(1-p)B+2p(1-p)B}{4}=\frac{1-p^2}{2}B\simeq\frac34(1-p^2)\,\xi\ln\frac1\xi .$$

At 1 nm along the bisector $\xi=1/(40\sqrt2)=0.0177$, and the estimate is $0.72\times0.0177\times4.03=0.051$. Before rounding, the rise is 0.0576 and the estimate 0.0514; the remaining 0.006 is of the neglected order $\xi$.

## Other shapes and a numerical test

For any convex cross-section, equations (3) and (4) can be applied backwards from wall to wall. One step reads

$$1-\varphi=\left[(1-p)+p(1-\varphi_{\rm in})\right]e^{-\ell/\lambda},$$

where $\ell$ is the length of the last flight. Repeating it gives

$$\varphi=1-(1-p)\sum_{k\ge1}p^{\,k-1}e^{-L_k/\lambda}, \tag{6}$$

with $L_k$ the total path back to the $k$-th wall encounter.

Tracing the reflections numerically and summing (6) tests the corner result without using the four classes. For $p=0$, 0.3, 0.5 and 0.8 it gives 0.2500, 0.4225, 0.5625 and 0.8100, equal to $(1+p)^2/4$ in all printed digits. Away from the corner, at $x=0.3\lambda$, $y=0.7\lambda$ and $p=0.5$, the tracing and the integral of the four class solutions both give 0.8722.

For the 400 nm × 800 nm line the traced corner ratio differs from 0.36 by less than $10^{-6}$. This difference combines two small effects of opposite sign: the opposite walls lower the ratio by about $2\times10^{-7}$, and the traced point's distance of $10^{-6}$ nm from the near walls raises it by about $3\times10^{-7}$. The listed difference of $-5\times10^{-8}$ is limited by the angular grid, which does not resolve grazing directions; with these resolved it is about $+1\times10^{-7}$. In a wire of 40 nm × 80 nm it falls to 0.329, about 9% below the formula, because carriers arriving from the interior still remember the opposite walls.

## Comparison with a real line

The parameters are rough typical values for a wide upper-level power line on a chip, with a good metal near room temperature; $J_0$ is a round value for a heavily loaded line. The specularity is the least certain input: $p=0$ would give 0.25 and $p=0.5$ would give 0.56. Real lines also have rounded corners, and this changes the result strongly. Equation (6), evaluated at the middle of the rounded arc with $p=0.2$, gives 0.405 for a radius of 5 nm, 0.476 for 20 nm, 0.517 for 40 nm and 0.561 for 100 nm. These mid-arc values do not lead back to 0.36 when the radius shrinks: carriers that skim the arc are reflected several times, and for $p=0.2$ the ratio at its middle tends to about 0.34. With a slightly rounded corner, the value 0.36 belongs to points whose distance from the corner is much larger than the radius but much smaller than $\lambda$. For a radius much larger than $\lambda$ the ratio must approach the face value 0.60, because then all arriving carriers except a grazing fraction of order $\lambda$/radius have recovered their drift.

The following omissions matter less for the ratio, under the assumptions stated with each:

- **Grains or heating.** If they act as extra isotropic scattering, they shorten $\lambda$, which does not appear in the result. With $\lambda=20$ nm and the field and carrier density held fixed, the bulk value falls to 0.50 MA/cm² and the corner value to 0.18 MA/cm²; the ratio stays 0.36.
- **Angle-dependent specularity.** Consider a roughness model $p(n_\perp)=\exp[-(4\pi h n_\perp/\lambda_F)^2]$, with $h$ the rms roughness, $n_\perp$ the normal component of $\mathbf n$ and $\lambda_F\approx0.5$ nm a rough Fermi wavelength. With $h=0.26$ nm its mean, weighted by $n_z^2$, is again 0.2. The corner ratio becomes 0.359, a relative change of about 0.4%. The profile near the corner changes more. This model reflects grazing carriers almost specularly, so the logarithm found above is absent and the ratio rises linearly with distance. On the bisector it is 0.39 at 1 nm and 0.59 at 10 nm, instead of 0.42 and 0.64.
- **Magnetic field and strong driving.** The scale of the line's own field is $\mu_0J_0a/2\approx2.5$ mT, the value at the face of a very wide slab of thickness $a$. For this 1:2 cross-section the largest field at the surface is about 1.9 mT, at the middle of a short face. The slab value is not a general bound: for $b/a$ of about 5 or more the field at the short faces exceeds it. For a rough Fermi speed of $1.5\times10^6$ m/s, $\lambda$ is about $10^{-5}$ of the orbit radius, and the drift speed is about $6\times10^{-7}$ of the Fermi speed. Straight flights and linear response are safe here.

The word "corner" also has a lower limit of scale. The calculation treats carriers as particles with definite positions, which loses its meaning within about a Fermi wavelength of the wall. The corner value is the model's limit for distances far below $\lambda$, and for an angle-independent $p$ the logarithm found above makes the approach to it slow. Here $\lambda$ is only 80 times $\lambda_F$: at 1 nm from the corner, twice $\lambda_F$, the ratio is still 0.42 for constant $p$, and 0.39 in the roughness model, which has no logarithm. For this line 0.36 is therefore a limiting value, which the local ratio approaches but does not reach at distances where the particle picture holds. The numerical output below lists the values used.

## Numbers as computed

```
TESTS: corner ratio by ray tracing and by (1+p)^2/4
  p = 0.0: traced 0.2500, law 0.2500
  p = 0.3: traced 0.4225, law 0.4225
  p = 0.5: traced 0.5625, law 0.5625
  p = 0.8: traced 0.8100, law 0.8100
Interior test point: p = 0.5, x = 0.3 mfp, y = 0.7 mfp
  from solution 0.8722, from rays 0.8722
EXAMPLE INPUTS (rough typical values)
  width 400 nm, height 800 nm
  mean free path 40 nm, specularity 0.2
  bulk resistivity 2.0 uohm cm
  bulk current density 1.00 MA/cm2
RESULTS
  field 2.00 V/cm
  phi of the four classes: 1, 0.20, 0.20, 0.04
  corner ratio by the law 0.3600
  corner current density 0.360 MA/cm2
  mid-face current density 0.600 MA/cm2
  centre current density 0.9997 MA/cm2
  J/J_bulk along the corner bisector:
        1 nm from corner: 0.418
       10 nm from corner: 0.644
       20 nm from corner: 0.764
       40 nm from corner: 0.883
       80 nm from corner: 0.965
      160 nm from corner: 0.996
NEGLECTED EFFECTS
  finite thickness: traced minus law -5.3e-08
  thin wire 40 x 80 nm: corner ratio 0.329
  corner radius 5 nm: mid-arc ratio 0.405
  corner radius 20 nm: mid-arc ratio 0.476
  corner radius 40 nm: mid-arc ratio 0.517
  corner radius 100 nm: mid-arc ratio 0.561
  mean free path 20 nm: corner ratio 0.3600
    same field: bulk 0.50, corner 0.180 MA/cm2
  angle-dependent p, same mean: corner ratio 0.3586
    rms roughness needed 0.26 nm
  Fermi wavelength 0.5 nm (rough), /mfp = 0.0125
  Fermi speed 1.5e+06 m/s (rough)
  own magnetic field 2.51 mT
  mean free path / orbit radius 1.2e-05
  drift speed / Fermi speed 6.3e-07
```
